# Flexoelectric polarization of a bent cubic slab: plate and narrow beam

**Setting.** A crystal slab occupies $-h/2<z<h/2$. The crystal is cubic with point group $m\bar3m$ (which includes inversion and fourfold axes), its cube axes lie along $x,y,z$, and the faces $z=\pm h/2$ carry no stress. The slab is bent gently about the $y$ axis, so that

$$\varepsilon_{xx}=\kappa z,\qquad \kappa h\ll 1 ,$$

with $\kappa>0$ when the face $z=+h/2$ is stretched. The slab is many atomic layers thick, and the macroscopic electric field in the interior is held at zero (part (f) explains how this differs from shorted electrodes). The algebra is in atomic units, so the elementary charge is 1. To first order in the strain gradient the bulk polarization is

$$P_z=\mu_{11}\,\partial_z\varepsilon_{zz}+\mu_{12}\,\partial_z(\varepsilon_{xx}+\varepsilon_{yy})+2\mu_{44}(\partial_x\varepsilon_{xz}+\partial_y\varepsilon_{yz}), \tag{1}$$

and the stresses are $\sigma_{zz}=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy})$, $\sigma_{xz}=2C_{44}\varepsilon_{xz}$, and their cubic permutations. Mechanical stability requires $C_{11}>|C_{12}|$.

## (a) Plate bending

**Question.** The slab is held so that $\varepsilon_{yy}=0$. Find the elastic state and the coefficient $\mu_{\rm plate}=P_z/\kappa$ in the interior.

**Answer.** The strain $\varepsilon_{xx}=\kappa z$ follows from $u_x=\kappa xz$. Then $2\varepsilon_{xz}=\kappa x+\partial_xu_z$, which vanishes if

$$u_z=-\tfrac12\kappa x^2+f(z),\qquad u_y=0 .$$

All shear strains are now zero, and the remaining strains depend on $z$ alone. Equilibrium along $x$ and $y$ holds because $\sigma_{xx}$ and $\sigma_{yy}$ do not vary along $x$ or $y$. Equilibrium along $z$ reduces to $\partial_z\sigma_{zz}=0$. Since $\sigma_{zz}=0$ on the faces, it is zero throughout:

$$C_{11}f'(z)+C_{12}\kappa z=0\quad\Rightarrow\quad \varepsilon_{zz}=f'(z)=-\frac{C_{12}}{C_{11}}\,\kappa z .$$

For $C_{12}>0$ the stretched side becomes thinner and the compressed side thicker. This creates a longitudinal strain gradient in addition to the imposed transverse one. Equation (1) gives

$$\boxed{\;\mu_{\rm plate}=\mu_{12}-\frac{C_{12}}{C_{11}}\,\mu_{11}\;} \tag{2}$$

The coefficient $\mu_{44}$ is absent because there is no shear strain. If $C_{12}\to0$, the normal relaxation disappears and $\mu_{12}$ remains. If $\mu_{11}/\mu_{12}>C_{11}/C_{12}$, with all four quantities positive, the relaxation term wins and the polarization is opposite to what $\mu_{12}$ alone would give.

The state has $\sigma_{yy}=C_{12}(1-C_{12}/C_{11})\kappa z$, which is nonzero unless $C_{12}=0$. Something must supply this stress at the sides of the slab, which is the subject of (b) and (d).

## (b) Narrow beam

**Question.** Let the slab have curvatures $\kappa_x$ and $\kappa_y$ in its two in-plane directions. Find $P_z$. Then find the coefficient $\mu_{\rm beam}=P_z/\kappa_x$ of a beam whose sides are also free of stress, and compare it with (2).

**Answer.** Take

$$u_x=\kappa_xxz,\quad u_y=\kappa_yyz,\quad u_z=-\tfrac12\kappa_xx^2-\tfrac12\kappa_yy^2+f(z).$$

The shear strains vanish as before, and $\sigma_{zz}=0$ gives $\varepsilon_{zz}=-(C_{12}/C_{11})(\kappa_x+\kappa_y)z$. Hence

$$P_z=\mu_{\rm plate}\,(\kappa_x+\kappa_y). \tag{3}$$

For free sides, $\sigma_{yy}=C_{11}\varepsilon_{yy}+C_{12}(\varepsilon_{xx}+\varepsilon_{zz})=0$. Dividing by $z$ and multiplying by $C_{11}$,

$$C_{11}^2\kappa_y+C_{11}C_{12}\kappa_x-C_{12}^2(\kappa_x+\kappa_y)=0,$$

$$(C_{11}-C_{12})(C_{11}+C_{12})\,\kappa_y=-C_{12}(C_{11}-C_{12})\,\kappa_x .$$

The common factor $C_{11}-C_{12}$ is positive and may be cancelled:

$$\kappa_y=-\nu\kappa_x,\qquad \nu=\frac{C_{12}}{C_{11}+C_{12}} .$$

For $C_{12}>0$ the two curvatures have opposite signs, which is the saddle-shaped (anticlastic) bending of a free beam; for $C_{12}<0$ they have the same sign. Equation (3) then gives

$$\boxed{\;\mu_{\rm beam}=(1-\nu)\,\mu_{\rm plate}=\frac{C_{11}\mu_{12}-C_{12}\mu_{11}}{C_{11}+C_{12}}\;} \tag{4}$$

The two coefficients differ by the factor $1-\nu=C_{11}/(C_{11}+C_{12})$, which contains elastic constants alone. It is positive, so plate and beam have the same sign. For $0<C_{12}<C_{11}$ it lies between $\tfrac12$ and 1. In that range the beam responds less, because its second curvature opposes the first; for $C_{12}<0$ it responds more. Spherical bending, $\kappa_x=\kappa_y=\kappa$, gives $2\mu_{\rm plate}\kappa$.

## (c) Coefficients from acoustic waves

**Question.** Density functional perturbation theory yields the polarization of long acoustic waves at zero macroscopic field. Which waves determine $\mu_{11}$, $\mu_{12}$ and $\mu_{44}$? For a crystal with two sublattices of charge $\pm Z$, show how the atomic masses enter these coefficients, and decide whether they affect static bending.

**Answer.** Writing (1) for the $x$ component and inserting $2\varepsilon_{xy}=\partial_yu_x+\partial_xu_y$ gives, for displacements in the $xy$ plane that do not depend on $z$,

$$P_x=\mu_{11}\partial_x^2u_x+\mu_{12}\partial_x\partial_yu_y+\mu_{44}(\partial_y^2u_x+\partial_x\partial_yu_y). \tag{5}$$

For a wave of wave number $q$ each second derivative along the propagation direction gives $-q^2$. The polarization along the displacement is therefore $-q^2$ times the displacement times one of these combinations:

- longitudinal along [100]: $\mu_{11}$;
- transverse along [100]: $\mu_{44}$;
- longitudinal along [110]: $\tfrac12(\mu_{11}+\mu_{12}+2\mu_{44})$.

For the last, put $u_x=u_y=F(s)/\sqrt2$ with $s=(x+y)/\sqrt2$. Every second derivative in (5) equals $F''/(2\sqrt2)$, so $P_x=P_y=(\mu_{11}+\mu_{12}+2\mu_{44})F''/(2\sqrt2)$. The component along [110] is $\sqrt2P_x$. The three waves fix the three coefficients.

Now consider the masses. Let both sublattices follow the same smooth displacement $u$, and let $F_A$ and $F_B$ be the resulting forces on the two atoms of a cell of volume $\Omega$. Let $\delta=u_A-u_B$ be the additional relative displacement and $K$ its restoring constant. To leading order in the gradients both atoms have the acceleration $\ddot u$:

$$F_A-K\delta=m_A\ddot u,\qquad F_B+K\delta=m_B\ddot u .$$

The sum is $F_A+F_B=M\ddot u=\Omega f$, where $M=m_A+m_B$ and $f_\alpha=\partial_\lambda\sigma_{\alpha\lambda}$ is the net force density. The first equation then gives

$$P=\frac{Z\delta}{\Omega}=\frac{Z}{\Omega K}\Big(F_A-\frac{m_A}{M}\,\Omega f\Big). \tag{6}$$

The force density has the form of (5) with each $\mu_{ij}$ replaced by $C_{ij}$. The masses therefore enter as

$$\mu_{ij}=s_{ij}-a\,C_{ij},\qquad a=\frac{Z}{K}\frac{m_A}{M},$$

with $s_{ij}$ independent of mass. In static bending $f=0$, so this term cannot contribute. Equation (2) confirms it:

$$-a\Big(C_{12}-\frac{C_{12}}{C_{11}}C_{11}\Big)=0 .$$

By (4) the same holds for the beam. The individual $\mu_{11}$ and $\mu_{12}$ of a wave depend on how the mass is shared, while their combination in (2) does not.

## (d) When is a strip narrow?

**Question.** A long thin strip, $h\ll W$, has free edges at $y=\pm W/2$ and is bent to the axial curvature $\kappa$. Find the polarization averaged over its width, and state which parameter separates beam from plate.

**Answer.** Let $w(y)$ be the outward deflection of the cross-section, so that $\kappa_y=-w''$. A fibre displaced outward by $w$ lies on a larger circle, and its axial strain becomes $\kappa(z+w)$. Anticlastic bending of a wide strip therefore stretches some fibres and compresses others, which costs energy.

With $\sigma_{zz}=0$, eliminating $\varepsilon_{zz}$ leaves the energy density

$$\tfrac12C'(\varepsilon_{xx}^2+\varepsilon_{yy}^2+2\nu\varepsilon_{xx}\varepsilon_{yy}),\qquad C'=C_{11}-\frac{C_{12}^2}{C_{11}},$$

because the cross coefficient is $C_{12}-C_{12}^2/C_{11}=\nu C'$. The bending strains $\kappa z$ and $\kappa_yz$ integrate over the thickness with $\int z^2dz=h^3/12$. The uniform axial strain $\kappa w$ acts without transverse force, so $\varepsilon_{yy}=-\nu\kappa w$ and its stiffness is $Y=(1-\nu^2)C'$. Cross terms are odd in $z$ and integrate to zero. Per unit length,

$$U=\int_{-W/2}^{W/2}\!dy\,\Big[\tfrac12D(\kappa^2+w''^2-2\nu\kappa w'')+\tfrac12Yh\kappa^2w^2\Big],\qquad D=\frac{C'h^3}{12}.$$

The variation is $\delta U=\int dy\,[D(w''-\nu\kappa)\,\delta w''+Yh\kappa^2w\,\delta w]$. Two integrations by parts give

$$Dw''''+Yh\kappa^2w=0,\qquad w''=\nu\kappa,\quad w'''=0\ \text{ at } y=\pm W/2 .$$

Define $4a^4=Yh\kappa^2/D=12(1-\nu^2)\kappa^2/h^2$ (this $a$ is a wave number, unrelated to the $a$ in part (c)). The even solutions are $w=A\,c+B\,s$ with $c=\cosh ay\cos ay$ and $s=\sinh ay\sin ay$, for which $c''=-2a^2s$ and $s''=2a^2c$. At the edge, $w'''=0$ reads $-As'+Bc'=0$, so $A=tc'$ and $B=ts'$ with edge values of $c'$ and $s'$. The other condition and the edge slope are

$$2a^2t\,(cs'-sc')=\nu\kappa,\qquad w'=t\,(c'^2+s'^2).$$

With $\theta=aW$, the product rule and the double-angle formulas give, at the edge,

$$cs'-sc'=\tfrac a2(\sinh\theta+\sin\theta),\qquad c'^2+s'^2=a^2(\cosh\theta-\cos\theta).$$

Eliminating $t$,

$$w'(W/2)=\frac{\nu\kappa}{a}\,\frac{\cosh\theta-\cos\theta}{\sinh\theta+\sin\theta}.$$

Since $w'$ is odd, the mean of $\kappa_y=-w''$ is $-2w'(W/2)/W=-\nu\kappa\,g(\theta)$, where

$$g(\theta)=\frac2\theta\,\frac{\cosh\theta-\cos\theta}{\sinh\theta+\sin\theta},\qquad \theta^4=3(1-\nu^2)\Big(\frac{\kappa W^2}{h}\Big)^2 .$$

The strains caused by $\kappa w$ are uniform across the thickness and add nothing to the $z$ gradients. The shear term in (1) averages to $2\mu_{44}[\varepsilon_{yz}]_{\rm edges}/W$, which vanishes at free edges. Equation (3) therefore gives

$$\boxed{\;\bar P_z=\mu_{\rm plate}\,[1-\nu g(\theta)]\,\kappa\;} \tag{7}$$

For $\theta\to0$ the numerator tends to $\theta^2$ and the denominator to $2\theta$, so $g\to1$ and the beam value (4) results. For large $\theta$, $g\to2/\theta$ and the plate value is approached slowly: the interior is flat across the width, but edge zones of width about $1/a$ still curl.

The controlling parameter is $\kappa W^2/h$, not $W/h$. A wide free strip still behaves as a beam if it is bent weakly enough, provided its length $L$ is much greater than $W$. A clamp suppresses $\kappa_y$ over a distance of order $W$. For a weakly bent strip clamped at one end, with the elastic constants of (e), the mean of $\kappa_x+\kappa_y$ divided by the mean of $\kappa_x$ is about 0.89 at $L=W$ and 0.84 at $L=10W$, against the beam value 0.833. Fixtures that enforce $\kappa_y=0$ give the plate value at any $\theta$, by (3).

## (e) A lattice model

**Question.** A rocksalt lattice has nearest-neighbour distance $d=2.0$ Å and charges $\pm Z$ with $Z=2.0$. The charges only mark the dipole and exert no forces. Central springs act between neighbours A–B ($k_1=2.0$), along (110) between A–A ($k_A=1.5$) and B–B ($k_B=0.5$), and along (200) between B–B ($g_B=0.5$), all in eV/Å$^2$; $g_A=0$. Evaluate the wave coefficients for $m_A:m_B=1:4$ and $3:2$, then $\mu_{\rm plate}$ and $\mu_{\rm beam}$. At what radius does a strip with $h=100$ Å and $W=10^4$ Å leave the beam regime?

**Answer.** A spring $k$ along the unit vector $n$ to a neighbour at $R$ exerts the force $k\,n\,[n\cdot(u(R)-u(0))]$. First-order terms cancel between $R$ and $-R$, which leaves

$$F_{A,\alpha}=\tfrac12\sum_R k\,n_\alpha n_\beta R_\gamma R_\lambda\,\partial_\gamma\partial_\lambda u_\beta .$$

Let $c_{A,ij}$ be the coefficients of $F_A$ in the pattern of (5).

- For $\partial_x^2u_x$, two A–B springs contribute $k_1d^2$ each, eight (110) springs $\tfrac12k_Ad^2$ each, and two (200) springs $4g_Ad^2$ each. With the prefactor $\tfrac12$, $c_{A,11}=(k_1+2k_A+4g_A)d^2$.
- For $\partial_y^2u_x$, the four (110) springs in the $xy$ plane give $c_{A,44}=k_Ad^2$.
- For $\partial_x\partial_yu_y$, the same four springs give $c_{A,12}+c_{A,44}=2k_Ad^2$, so $c_{A,12}=k_Ad^2$.

Sublattice B follows with its own springs. In eV,

$$c_{A,11}=(2+3+0)\,4=20,\quad c_{B,11}=(2+1+2)\,4=20,\quad c_{A,12}=6,\quad c_{B,12}=2 .$$

With $\Omega=2d^3=16$ Å$^3$, $C_{11}=40/16=2.5$ and $C_{12}=8/16=0.5$ eV/Å$^3$. Hence $C_{12}/C_{11}=0.2$ and $\nu=0.5/3.0=1/6$. The restoring constant is $K=2k_1=4$ eV/Å$^2$, so $Z/(\Omega K)=1/32$ in $e$/(eV Å). Equation (6) gives, in $e$/Å:

- $m_A/M=0.2$: $\mu_{11}=(20-8)/32=0.375$ and $\mu_{12}=(6-1.6)/32=0.1375$, so $\mu_{\rm plate}=0.1375-0.2\times0.375=0.0625$.
- $m_A/M=0.6$: $\mu_{11}=(20-24)/32=-0.125$ and $\mu_{12}=(6-4.8)/32=0.0375$, so $\mu_{\rm plate}=0.0375+0.2\times0.125=0.0625$.

The masses reverse the sign of $\mu_{11}$ and leave the bending coefficient unchanged. The main results are

$$\mu_{\rm plate}=0.0625\ e/\text{Å}=0.100\ \text{nC/m},\qquad \mu_{\rm beam}=\tfrac56\,\mu_{\rm plate}=0.0521\ e/\text{Å}=0.083\ \text{nC/m}.$$

For the strip, (7) gives:

| $\theta$ | radius $1/\kappa$ (Å) | $\bar P_z/(\mu_{\rm plate}\kappa)$ |
|---|---|---|
| 0.5 | $6.8\times10^6$ | 0.833 |
| 2 | $4.3\times10^5$ | 0.846 |
| 4 | $1.1\times10^5$ | 0.912 |
| 8 | $2.7\times10^4$ | 0.958 |

Although $W/h=100$, the strip is a beam at radii well above $4\times10^5$ Å. It is about halfway to the plate value near $10^5$ Å.

## (f) The whole slab

**Question.** Is $\mu_{\rm plate}$ the coefficient that a measurement on a thick slab would give?

**Answer.** In general it is not. A surface breaks inversion symmetry, so in-plane strain $\varepsilon$ induces a dipole per area $p\,\varepsilon$ along its outward normal. The upper surface has strain $+\kappa h/2$ and normal $+z$; the lower has $-\kappa h/2$ and normal $-z$. Their dipoles add to $p\kappa h$. Divided by $h$, this is a contribution $p\kappa$ to the mean polarization, which does not fade as the slab grows thicker. This count holds with the interior field at zero, which is no longer the same as a short circuit. The surface dipoles put a potential step $4\pi p\kappa h$ across the slab. Electrodes held at equal potential cancel it with an interior field $4\pi p\kappa$, which polarizes a bulk of susceptibility $\chi$ by a further $4\pi\chi p\kappa$. The surface contribution between shorted electrodes is then $(1+4\pi\chi)\,p\kappa$. In the lattice model the charges feel no field, so this factor is 1. That is a limit of the model. Charges that responded to a uniform field against the same $K$ would give $\chi=Z^2/(\Omega K)\approx0.9$, a factor near 12. The numbers below therefore illustrate the zero-field count and are not the shorted-electrode response of a real ionic crystal.

In the lattice model it can be computed by bending slabs of 21 to 51 layers to a fixed curvature with $\kappa_y=0$ and minimizing the spring energy over all normal displacements. The dipole per area grows with thickness at the rate $-0.046$ $e$/Å per unit curvature. The bulk part is $+0.0625$ $e$/Å, so the surfaces contribute $-0.109$ $e$/Å and reverse the sign of the total.

The factor $1-\nu$ survives for surfaces with a fourfold axis, as here. Strains along $x$ and $y$ then induce equal surface dipoles, and the total is again proportional to $\kappa_x+\kappa_y$.

In a full electronic calculation the division into bulk and surface also depends on what "zero field" means. Suppose the potential $V$ is replaced as reference by $V'=V+D_r(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})$. A flat $V'$ implies the field $-\nabla V=D_r\nabla(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})$. With susceptibility $\chi$, this adds $\chi D_r$ to both $\mu_{11}$ and $\mu_{12}$, and $\chi D_r(1-C_{12}/C_{11})\neq0$ to $\mu_{\rm plate}$. The dipole of the slab between given electrodes cannot depend on this choice, so the surface part, meaning this total minus the bulk part, must change by the opposite amount. The expression $(1+4\pi\chi)\,p\kappa$ for it holds when $V$ itself is the reference. A calculated $\mu_{\rm plate}$ can be compared with a measurement after the surface part, computed with the same reference, has been added.
